# Three-centre four-electron orbitals of the axial fluorines in pentafluorosilicate, part 2

The question is where the valence electrons of SiF$_5^-$ lie, and in particular those of its highest occupied orbital. The anion is a trigonal bipyramid with silicon at the origin, axial fluorines $a$ and $b$ at $z=\pm d$, and three equatorial fluorines at 120° in the plane $z=0$. The model is one-electron and mean-field, with orthonormal real orbitals and energies in eV.

Part I treated the axial unit alone, with four electrons in three orbitals. The fluorine $2p$ orbitals $h_a$ and $h_b$ have their positive lobes towards silicon and the level $\varepsilon_F$. The silicon $3p_z$ orbital $p$, positive towards $a$, lies at $\varepsilon_F+\Delta$. With the Hamiltonian $H$,

$$\langle p|H|h_a\rangle=-\beta,\qquad \langle p|H|h_b\rangle=+\beta .$$

Under reflection in $z=0$, $u=(h_a-h_b)/\sqrt2$ is odd and $g=(h_a+h_b)/\sqrt2$ is even. Only $u$ couples to $p$, with $\langle p|H|u\rangle=-\sqrt2\,\beta$. The highest occupied orbital is $g$, at $\varepsilon_F$. The two-level solution for $u$ and $p$ is

$$E_\pm=\varepsilon_F+\frac{\Delta\pm R}{2},\qquad R=\sqrt{\Delta^2+8\beta^2}.$$

The filled lower orbital has the silicon share $\sin^2\theta$, and the $3p_z$ population is $n_p=2\sin^2\theta=1-\Delta/R$.

Section 7 took unequal couplings $-\beta_a$ and $+\beta_b$. One fluorine combination then couples to $p$, with strength $-B$, where $B^2=\beta_a^2+\beta_b^2$. The orthogonal one stays at $\varepsilon_F$ and is full. The populations are $n_p=1-\Delta/\sqrt{\Delta^2+4B^2}$ and

$$n_a=2\frac{\beta_b^2}{B^2}+(2-n_p)\frac{\beta_a^2}{B^2}=2-n_p\frac{\beta_a^2}{B^2}.$$

The example has $\varepsilon_F=-18$ eV, $\Delta=10$ eV and $\beta=4$ eV. The three-centre bonding level is then $-20.55$ eV, $n_p=0.34$, and each axial fluorine sigma orbital holds 1.83 electrons.

Section 10 used an axial distance of 0.17 nm and exponents of 2.6 (fluorine) and 1.4 (silicon) inverse bohr. The overlap of $g$ with silicon $3s$, which is also even, came out as 0.19, too large to dismiss $3s$.

## 11. What $3s$ would do to the axial pair alone

Let the $3s$ level be $-15$ eV, and let its coupling to each inward axial orbital be $-\gamma_a$, with $\gamma_a=3$ eV. Both couplings have the same sign because $3s$ has the same sign on both sides. Hence

$$\langle 3s|H|g\rangle=-\frac{2\gamma_a}{\sqrt2}=-\sqrt2\,\gamma_a .$$

The $3s$ level is 3 eV above $\varepsilon_F$. The two-level solution of Part I, with this gap and this coupling, has the root

$$\sqrt{3^2+4\times2\times3^2}=\sqrt{81}=9\ \text{eV}.$$

The $3s$ share of the lower orbital is $(1-3/9)/2=0.33$. Its energy is $-18+(3-9)/2=-21$ eV, which is below the three-centre bonding level of $-20.55$ eV. With only the axial fluorines present, the even orbital would become a bonding orbital with one third of its weight on silicon. The three-centre picture would not survive.

The equatorial fluorines change this, because they too require the $3s$ orbital.

## 12. Five sigma ligands leave one orbital without silicon

Give each equatorial fluorine a $2p$ orbital $h_k$, $k=1,2,3$, pointing towards silicon. Assume for now that all five fluorine levels equal $\varepsilon_F$ and that fluorines do not couple directly to each other. Let $-\gamma_e$ be the $3s$ coupling to an equatorial orbital, and let $\beta_e$ be the size of the $3p$ coupling along an equatorial bond. At the angle $\phi_k$, only the components of $3p_x$ and $3p_y$ along the bond contribute.

Order the fluorines as $a,b,1,2,3$. The couplings from the four silicon orbitals form the rows of a matrix $C$:

- $3s$: $(-\gamma_a,-\gamma_a,-\gamma_e,-\gamma_e,-\gamma_e)$
- $3p_z$: $(-\beta,+\beta,0,0,0)$
- $3p_x$: $-\beta_e(0,0,\cos\phi_1,\cos\phi_2,\cos\phi_3)$
- $3p_y$: $-\beta_e(0,0,\sin\phi_1,\sin\phi_2,\sin\phi_3)$

For three directions at 120° the sums of $\cos\phi_k$, of $\sin\phi_k$ and of $\sin\phi_k\cos\phi_k$ vanish. The four rows are therefore mutually orthogonal. With nonzero couplings they are also linearly independent, so the rank of $C$ is four.

A purely fluorine orbital with coefficient vector $x$ has no coupling to silicon when $Cx=0$. It is then an eigenstate at $\varepsilon_F$. Five coefficients and four independent conditions leave one such orbital.

The $3p_z$ condition makes the two axial coefficients equal. The $3p_x$ and $3p_y$ conditions make the three equatorial coefficients equal. The $3s$ condition is then

$$2\gamma_a x_a+3\gamma_e x_e=0 .$$

Choose $x_a=3\gamma_e$ and $x_e=-2\gamma_a$ before normalization. The axial share of the orbital is

$$W_a=\frac{2(3\gamma_e)^2}{2(3\gamma_e)^2+3(2\gamma_a)^2}
=\frac{3\gamma_e^2}{3\gamma_e^2+2\gamma_a^2}.$$

With $\gamma_a=3$ eV and $\gamma_e=3.5$ eV this gives $36.75/54.75=0.67$. The remaining third is on the equatorial fluorines. The silicon share is zero in this model. The nonbonding pair survives, although it is no longer purely axial.

## 13. Why this orbital is the highest occupied sigma orbital

Measure energies from $\varepsilon_F$. Remove the uncoupled orbital found above. The remaining four fluorine combinations and four silicon orbitals have a matrix of the form

$$M=\begin{pmatrix}A&K\\K^T&0\end{pmatrix},$$

where $A$ is the symmetric $4\times4$ matrix of silicon levels relative to $\varepsilon_F$, and $K$ is an invertible $4\times4$ coupling matrix.

Consider vectors with silicon part $s$ and fluorine part $f=t-\frac12K^{-1}As$. Since $K$ is invertible, every vector can be written in this way. The energy form is

$$s^TAs+2s^TKf=s^TAs+2s^TKt-s^TAs=2s^TKt .$$

Choose $t=K^Ts$. The form is then $2|K^Ts|^2$, which is positive for every nonzero $s$. This choice spans four dimensions, so $M$ has at least four positive eigenvalues. The choice $t=-K^Ts$ makes the form negative on another four-dimensional space, so there are at least four negative eigenvalues. There are eight eigenvalues in all. Hence four levels lie below $\varepsilon_F$ and four lie above.

The complete sigma framework has five fluorine electrons, four silicon electrons and one extra electron, ten in total. They fill the four bonding orbitals and the one orbital at $\varepsilon_F$. The last is the highest occupied sigma orbital, whatever the position of $3s$. Its freedom from silicon depends on equal fluorine levels and on the absence of direct fluorine coupling and of silicon $3d$.

In this sigma model $3p_z$ still couples only to $u$. The $3p_z$ population of Part I therefore remains valid. The population of $g$ does change, because $3s$ draws electrons from it. The one even fluorine combination that couples to $3s$ has the squared coupling $B_s^2=2\gamma_a^2+3\gamma_e^2=54.75$ eV$^2$, and its share on $g$ is $2\gamma_a^2/B_s^2=0.33$. With the gap of 3 eV, the two-level solution gives the $3s$ population

$$n_s=1-\frac{3}{\sqrt{3^2+4\times54.75}}=0.80 .$$

By the same reasoning as in Section 7, $g$ holds $2-0.80\times0.33=1.74$ electrons. The axial unit then has 3.74 electrons, and each axial fluorine sigma orbital has 1.70 instead of 1.83. The count of four is exact only when $3s$ is left out.

## 14. The lone pairs of all five fluorines

Each fluorine also has two $2p$ orbitals perpendicular to its bond. The full set has fifteen fluorine orbitals and still four from silicon. The matrix of couplings contains the rank-four sigma couplings, so its rank remains four. At equal fluorine levels and without direct fluorine coupling, $15-4=11$ independent orbitals have no silicon part and lie at $\varepsilon_F$. The argument of Section 13 again puts four levels below them and four above.

The electron count is $5\times5+4+1=30$, enough for fifteen orbitals. The four bonding orbitals and all eleven fluorine orbitals are filled. At this level of the model the highest occupied level is degenerate, and the sigma orbital has no special place among the eleven.

Small fluorine interactions split this level. For a rough estimate, the equatorial fluorine levels were lowered by 1 eV relative to the axial ones. At a separation of 0.23 nm the fluorine–fluorine coupling was 0.6 eV along the line of centres and $-0.15$ eV perpendicular to it, for parallel $2p$ orbitals. Both decayed exponentially with a length of 0.05 nm. The equatorial distance was 0.16 nm, $\beta_e$ was 4.5 eV and the perpendicular Si–F coupling was $-1.5$ eV.

Diagonalization puts the highest occupied level at $-17.7$ eV. For these parameters it is the fully symmetric sigma orbital. Its shares are 0.68 on the axial fluorines and 0.002 on silicon, and the rest is on the equatorial fluorines. Its first place is a result of these rough couplings, and two other fluorine combinations lie only about 0.001 eV below it. If the equatorial levels are not lowered and all other values are kept, another fluorine combination already lies above it. Adding the silicon $3d_{z^2}$ couplings of Section 16 to the same model lowers the symmetric sigma orbital to $-18.4$ eV, sixth from the top. A Hartree–Fock calculation in a polarized double-zeta basis at the same distances also places it sixth, about 1 eV below a pair of fluorine lone-pair orbitals, with about 0.7 of its weight on the axial fluorines and about 0.01 on silicon. The model therefore describes the composition of this orbital, but it should not be read as showing that it is the highest occupied orbital of the real anion.

## 15. A difference between the two axial surroundings

A positive ion near one end makes the axial fluorine levels unequal. Return to the three-orbital model and let the levels be $\varepsilon_F+y/2$ at $a$ and $\varepsilon_F-y/2$ at $b$. The new coupling is

$$\langle u|H|g\rangle=\frac12\left(\frac y2+\frac y2\right)=\frac y2 .$$

For small $|y|$ write the highest occupied orbital as $g+x_u u+x_p p$. Its energy does not change at first order, because the two level shifts average to zero in $g$. The equations for the odd parts are

$$\frac y2-\sqrt2\,\beta x_p=0,$$

$$-\sqrt2\,\beta x_u+\Delta x_p=0 .$$

Hence

$$x_p=\frac{y}{2\sqrt2\,\beta},\qquad x_u=\frac{\Delta y}{4\beta^2}.$$

To leading order the silicon share is $x_p^2=y^2/(8\beta^2)$. For $\Delta>0$ and $y>0$, the positive $x_u$ moves the orbital towards $a$, the fluorine with the higher level. Both admixtures must be small for these formulas to hold.

Place a unit positive charge on the axis, 0.30 nm beyond one fluorine, in a medium of relative permittivity 2. Its distances from the three atoms are 0.30, 0.47 and 0.64 nm. An electron level is lowered by $e^2/(4\pi\epsilon_0\epsilon_r r)$, and the two fluorine levels then differ by 1.27 eV. The leading formula gives a silicon share of about $1.27^2/(8\times4^2)=0.013$. Diagonalization with all three level shifts gives 0.011, and it places 0.68 of the orbital on the fluorine farther from the charge. The disturbance moves the pair between the fluorines much more than it moves the pair to silicon.

## 16. Other corrections and their size

**Overlap.** The calculated overlap between $3p_z$ and one inward fluorine orbital is 0.19. To include it, the coupling was written as the overlap times the mean of the two levels, minus or plus $\beta$ on the two sides. The small fluorine–fluorine overlap was included with the energy $\varepsilon_F$. Solving the eigenvalue problem with overlap, and dividing each overlap population equally between its two atoms, changes $n_p$ from 0.34 to 0.33. The orbital $g$ still has no $3p_z$ part, by reflection.

**Fluorine $2s$.** With a level of $-40$ eV and a coupling of 4 eV to $3p_z$ from each axial fluorine, with the same sign pattern as $\beta$, $n_p$ remains 0.34 after rounding. This coupling may be too small: with the exponents of Section 10 the overlap of $3p_z$ with fluorine $2s$ is 0.37, about twice that with the inward $2p$ orbital. A coupling of 10 eV gives $n_p=0.39$.

**Perpendicular lone pairs.** Three equatorial $2p_z$ orbitals also couple to silicon $3p_z$, each with strength 1.5 eV. At equal fluorine levels all fluorine partners of $3p_z$ combine into one orbital, whose squared coupling is the sum $2\times4^2+3\times1.5^2=38.75$ eV$^2$. Thus

$$n_p=1-\frac{10}{\sqrt{10^2+4\times38.75}}=0.37 .$$

**Silicon $3d$.** The even $3d_{z^2}$ orbital has axial lobes of one sign and an equatorial ring of the other. Its amplitude in the plane is half that on the axis. A $3d$ level of $-2$ eV was used, with couplings of $-2$ eV to the axial and $+1$ eV to the equatorial inward orbitals. The coefficients of the nonbonding orbital also have opposite signs in the two places, so its couplings to $3d_{z^2}$ add. Diagonalization with the $3s$ couplings of Section 12 and equal fluorine levels gives a total silicon share of 0.04. Of the effects estimated here for the five-fluorine orbital, this admits the most silicon.

**Electron correlation.** The four-electron problem on the three orbitals was solved by diagonalization in the space of all its configurations. The added repulsion was

$$\sum_i U_i\left(n_{i\uparrow}-\frac{n_i}{2}\right)\left(n_{i\downarrow}-\frac{n_i}{2}\right),$$

with $U=5$ eV on silicon and 10 eV on each fluorine. The numbers $n_i$ are the mean-field populations of Part I. In the mean-field treatment these terms leave the levels unchanged, so the calculation measures what the average field omits. It gives $n_p=0.35$.

With correlation, the highest occupied orbital is replaced by the amplitude for removing one electron and leaving the lowest ionized state. The squared amplitudes on the three orbitals sum to 0.98, and the silicon part is zero. Reflection explains the zero: both states have definite parity, so the amplitude is either even or odd, and here it is even. Repulsion between different atoms is not included.

**The level gap.** The value of $\Delta$ is itself rough. At fixed $\beta=4$ eV, changing it to 5 or 15 eV changes the population of each axial fluorine from 1.83 to 1.70 or 1.90. This is a larger uncertainty in the axial charge than the overlap, $2s$, lone-pair and correlation corrections above.

## 17. The model beside fluoride attack on silica

In fluoride attack on silica, a fluoride species can bind to silicon and form a five-coordinate centre before a bond to oxygen breaks. Pentafluorosilicate is a symmetric model of such a centre. At a silica surface some of the ligands are oxygen, and in aqueous fluoride solution the familiar dissolved product is the six-coordinate hexafluorosilicate ion. The axial distance of 0.17 nm is a rough typical value for this class of Si–F bond. The levels and couplings are effective parameters with no unique measured counterparts. In a wet etch the two axial positions need not have equal surroundings. In the three-orbital model, the positive charge of Section 15 moves the share on one fluorine from 0.50 to 0.68 and brings about one per cent of silicon into the orbital. These numbers do not carry over to the highest orbital of the whole anion. The charge lowers the levels of the farther axial fluorine least, so the perpendicular lone pairs on that fluorine can then lie highest. The relative permittivity of 2 is also far below that of bulk water. In the formula of Section 15 a higher permittivity reduces the level difference in inverse proportion, but that formula assumes a uniform medium that also fills the space between the ion and the anion. For an ion in contact with the anion the solvent lies outside both, and the reduction is much smaller: in a shared spherical cavity of radius 0.45 to 0.55 nm, with permittivity 2 inside and 80 outside, the difference is still 0.7 to 0.9 eV. The calculation describes where the electrons lie. It gives no etching rate, which also requires the energies of the bond-breaking path and the response of the solvent.
